# Ramo-Shockley and Contact-Counting Current Estimators in a Finite Averaging Window

## Problem

Electrons of charge $-q$ enter a planar gap at $x=0$ and cross it at constant velocity $v$ to a collector at $x=L$. The transit time is $T=L/v$. Both electrodes are held at fixed potentials and are much wider than the gap. The electrons do not act on one another. They enter as a Poisson process of rate $\lambda$: the numbers entering in disjoint time intervals are independent, and a short interval $ds$ contains one electron with probability $\lambda\,ds$. The injection has been running for longer than $T$ before the measurement begins.

A particle simulation estimates the current from a window $0<t\le W$ in one of two ways. Electron flow towards the collector counts as positive current.

- Contact counting: $I_C=qN/W$, where $N$ is the number of arrivals at $x=L$ during the window.
- Ramo-Shockley: $I_R=Q_R/W$, where $Q_R$ is the time integral over the window of the current that the moving electrons induce in the external circuit.

(a) Find the mean of each estimator. (b) Find the variance of each for every $W$. (c) Which conclusions survive if the injection is stationary but not Poisson? (d) Evaluate the results for a 1000 nA beam of 100 eV electrons crossing a 1 mm gap.

## A tempting solution

Each electron drives a current $qv/L$ for a time $L/v$, so its crossing delivers the charge $q$. Counting also credits it with $q$. The charge collected in the window is therefore $qN$ by either method, and $N$ is a Poisson number with mean and variance $\lambda W$. Hence both estimators have mean $q\lambda$ and variance $q^2\lambda/W$.

A second argument seems to confirm this. The Ramo-Shockley current at one instant is $(q/T)\,n$, where $n$ is the number of electrons in the gap. This number is Poisson with mean $\lambda T$, so the instantaneous current has variance $(q/T)^2\lambda T=q^2\lambda/T$. The gap is refilled after each time $T$, so the window holds $W/T$ independent samples, and averaging them gives $q^2\lambda/W$ again.

## Where it fails

The first argument uses the charge of a complete crossing. An electron that is inside the gap when the window opens or closes has only part of its crossing inside the window. Counting gives it 0 or $q$; the induced current gives it a fraction of $q$.

Take $W=T/2$ and a single electron that enters at $s=-T/4$. It is in flight throughout the window and arrives at $3T/4$, after the window has closed. Counting records zero, while the induced charge is $q/2$. The two charges are not equal event by event.

The second argument fails because it replaces a continuous average by separate samples. Samples spaced by $T$ are independent, but $I_R$ averages the current continuously, including the times between those samples. For $W=T$ the argument supposes one sample, although $n$ changes during the window and its average fluctuates less than one instantaneous value.

The mean survives these objections, because partial crossings lost at one edge are made up on average at the other. The variance has to be calculated afresh.

## The induced current

Let one electron be at $x_0$, and let $\phi$ be its potential with both plates grounded. Fixed electrode potentials add a constant charge to each plate, which drives no current. Poisson's equation for the charge $-q$ is $\nabla^2\phi=(q/\varepsilon_0)\,\delta^3(\mathbf r-\mathbf r_0)$. Integrate it over the lateral coordinates. The lateral derivatives drop out because the field vanishes far to the side, and $\Phi(x)=\int\phi\,dy\,dz$ obeys

$$\Phi''=\frac{q}{\varepsilon_0}\,\delta(x-x_0),\qquad \Phi(0)=\Phi(L)=0 .$$

The solution is linear on each side: $\Phi=-ax$ for $x<x_0$ and $\Phi=-b(L-x)$ for $x>x_0$. Continuity requires $ax_0=b(L-x_0)$. The slope jumps from $-a$ to $+b$, so $a+b=q/\varepsilon_0$. Substituting $a=b(L-x_0)/x_0$ gives $bL/x_0=q/\varepsilon_0$, or

$$b=\frac{qx_0}{\varepsilon_0L}.$$

At the collector the field integrated over the plate is $-\Phi'(L)=-b$ along $+x$. The normal pointing out of the metal into the gap is $-x$, so the induced charge is $\varepsilon_0b=+qx_0/L$.

As the electron advances, positive charge flows into the collector through its lead. Equivalently, electrons flow out of the collector into the circuit, which is the positive direction chosen here. The current is

$$i=\frac{d}{dt}\frac{qx}{L}=\frac{qv}{L}=\frac qT$$

during the transit and zero otherwise. On arrival the electron neutralises the charge $+q$ already on the plate, so no extra pulse passes through the lead.

## (a) Equal means

Label an electron by its entry time $s$. The fraction of its transit that lies inside the window is

$$g(s)=\frac{\big|[s,s+T]\cap[0,W]\big|}{T},$$

where the bars denote length. Counting uses the weight $c(s)=1$ if $0<s+T\le W$, and $c(s)=0$ otherwise. Thus

$$Q_R=q\sum_j g(s_j),\qquad N=\sum_j c(s_j).$$

For stationary injection of rate $\lambda$, the mean of $\sum_jf(s_j)$ is $\lambda\int f\,ds$. The interval on which $c=1$ has length $W$. For $g$, write the overlap as a time integral and exchange the order of integration. At each time $t$ in the window, the electrons in flight are those with $t-T<s<t$, an interval of length $T$:

$$\int g\,ds=\frac1T\int_0^W dt\int_{t-T}^{t}ds=W .$$

Both weights integrate to $W$, so

$$\langle I_R\rangle=\langle I_C\rangle=q\lambda .$$

The step uses stationarity and not the Poisson property. A deterministic solver for the mean density obtains the same value: the steady line density is $\lambda/v$, and $\int_0^L(qv/L)(\lambda/v)\,dx=q\lambda$. The mean density alone does not give the scatter of either estimator.

## (b) The variances

Divide the entry times into small cells of length $ds$. Under Poisson injection the cell numbers are independent, and each has variance $\lambda\,ds$ to first order in $ds$. A cell enters $\sum_jf(s_j)$ multiplied by $f(s)$, so variances add with the factor $f^2$:

$$\mathrm{Var}\sum_jf(s_j)=\lambda\int f(s)^2\,ds .$$

For counting, $c^2=c$, and therefore

$$\mathrm{Var}\,N=\lambda W,\qquad \mathrm{Var}\,I_C=\frac{q^2\lambda}{W}.$$

For the induced current, $g(s)$ is a trapezoid. If $W\ge T$, it rises as $(s+T)/T$ for $-T\le s\le0$, equals 1 for $0\le s\le W-T$, and falls as $(W-s)/T$ for $W-T\le s\le W$. Each sloping side contributes $\int_0^T(u/T)^2du=T/3$, so

$$\int g^2ds=\frac T3+(W-T)+\frac T3=W-\frac T3 .$$

If $W\le T$, no transit fits inside the window unless $W=T$, and the greatest weight is $W/T$. The two sloping sides have length $W$ each, and the flat top has length $T-W$:

$$\int g^2ds=2\int_0^W\frac{u^2}{T^2}\,du+(T-W)\frac{W^2}{T^2}
=\frac{2W^3}{3T^2}+\frac{W^2}{T}-\frac{W^3}{T^2}
=\frac{W^2}{T}-\frac{W^3}{3T^2}.$$

Multiply by $q^2\lambda/W^2$ and set $r=W/T$. The result is

$$\mathrm{Var}\,I_R=F(r)\,\frac{q^2\lambda}{W},\qquad
F(r)=\begin{cases} r-r^2/3, & r\le1,\\[2pt] 1-1/(3r), & r\ge1.\end{cases}$$

The branches meet at $F(1)=2/3$. On the first branch the slope $1-2r/3$ is positive, so $F$ stays at or below $2/3$; on the second, $F$ is below 1. The Ramo-Shockley variance is therefore smaller for every finite window.

For $W\gg T$ the ratio tends to 1, which is the regime where the tempting answer is a good approximation. For $W\to0$ the counting variance diverges, while $\mathrm{Var}\,I_R\to q^2\lambda/T$. This is the variance of the instantaneous current found earlier, as it should be.

### Why a difference at the edges lowers the variance

Let $G(t)$ be the sum of $x/L$ over the electrons in the gap at time $t$. An electron in flight at the close has contributed $x(W)/L$ more than its count. One in flight at the opening had already completed $x(0)/L$ of its crossing. Hence, for every set of entries,

$$\frac{Q_R}{q}=N+D,\qquad D=G(W)-G(0).$$

For $W\ge T$ the electrons in $G(W)$ and $G(0)$ entered in disjoint intervals. Each $G$ has variance $\lambda T/3$, so $\mathrm{Var}\,D=2\lambda T/3$. By itself this would add noise, but $D$ is correlated with $N$. All electrons in the gap at $t=0$ arrive during the window. They raise $N$ by 1 each and lower $D$ by $x(0)/L=-s/T$. Those in the gap at $t=W$ do not enter $N$. Therefore

$$\mathrm{Cov}(N,D)=-\lambda\int_{-T}^{0}\frac{-s}{T}\,ds=-\frac{\lambda T}{2},$$

$$\mathrm{Var}\,\frac{Q_R}{q}=\lambda W+\frac{2\lambda T}{3}-2\,\frac{\lambda T}{2}
=\lambda\left(W-\frac T3\right).$$

The two edges act differently. Subtracting $G(0)$ removes from the count the part of each crossing made before the window opened, and lowers the variance by $2\lambda T/3$. Adding $G(W)$, the partial crossings at the close, raises it by $\lambda T/3$. The net reduction is $\lambda T/3$.

## (c) Injection that is not Poisson

Let $N_u$ be the number of arrivals in the shifted window $(u,W+u]$. An electron that entered at $s$ arrives at $s+T$, and is counted when $s+T-u$ lies in $(0,W]$. As $u$ runs from 0 to $T$, this quantity runs over the whole transit interval $[s,s+T]$. The fraction of shifts that count the electron is therefore $g(s)$, and

$$\frac{Q_R}{q}=\frac1T\int_0^TN_u\,du .$$

Put $\delta_u=N_u-\lambda W$. The Cauchy-Schwarz inequality gives

$$\left(\frac1T\int_0^T\delta_u\,du\right)^2\le\frac1T\int_0^T\delta_u^2\,du .$$

Take the mean of both sides. Stationarity makes $\langle\delta_u^2\rangle$ the same for every shift, so $\mathrm{Var}\,I_R\le\mathrm{Var}\,I_C$ for any stationary injection with finite count variance.

The inequality need not be strict. Let electrons enter at a regular period $P$ with a random overall phase. If $W$ is a whole number of periods, every window has the same count, and both variances vanish. If instead $T=P$ and $W=1.5P$, one electron is always in flight, so $I_R$ is constant. The count is then 1 or 2 with equal probability and has variance $1/4$. The equality of the means is general for stationary entry; the formula for $F$ was derived for Poisson entry and the rectangular current pulse of constant velocity, and should not be assumed outside those conditions.

## Combining windows, and a third estimator

Long runs are often divided into adjacent windows. Under Poisson injection their arrival counts are independent, but an electron crossing a boundary contributes to both Ramo-Shockley charges. For $W\ge T$, let $z$ be the fraction of its transit completed before the boundary; the next window receives $1-z$. The covariance of adjacent charges is

$$q^2\lambda T\int_0^1z(1-z)\,dz=\frac{q^2\lambda T}{6}.$$

Treating $M$ adjacent windows as independent gives a standard error $\sqrt{\mathrm{Var}\,I_R(W)/M}$. The run is really one window of length $MW$, with variance $F(Mr)q^2\lambda/(MW)$. The true error exceeds the naive one by the factor $\sqrt{F(Mr)/F(r)}$. The advantage found in each short window is largely lost when so many windows are joined that the whole run is much longer than $T$.

Nor is the Ramo-Shockley estimator always the least noisy one. Consider half the sum of entries and arrivals, times $q/W$. It has the same mean. For $W\ge T$, electrons with both events in the window have weight 1 and occupy an entry interval $W-T$. Those with one event have weight $1/2$ and occupy $2T$. The integral of the squared weight is $W-T+2T/4=W-T/2$. For $W\le T$ no electron has both events inside, and the integral is $2W/4=W/2$. Relative to counting, the variance is

$$H(r)=\begin{cases}1/2,&r\le1,\\ 1-1/(2r),&r\ge1.\end{cases}$$

For $r\ge1$ this is below $F$. For $r\le1$ the two are equal when $r-r^2/3=1/2$, or $2r^2-6r+3=0$. The root in range is $r=(3-\sqrt3)/2\approx0.634$. The half-sum is quieter above this value, and the Ramo-Shockley estimator below it.

## (d) Electron-gun example

The gap lies between two grids at equal potential. The exit grid and the cup behind it form one collecting electrode, so passage through the exit grid counts as arrival. The speed $\sqrt{2E/m}$ at $E=100$ eV is 5931 km/s, and a 1 mm gap gives $T=168.6$ ps. A current of 1000 nA means $\lambda=6.242$ electrons per ps, so $\lambda T\approx1052$ electrons are in flight on average.

For $W=200$ ps the mean count is $6.242\times200\approx1248$. The standard deviation of the counting estimator is $1000/\sqrt{1248}=28.3$ nA. With $r=1.186$,

$$F=1-\frac{1}{3\times1.186}=0.719,\qquad 28.3\sqrt{0.719}=24.0\ \text{nA}.$$

At fixed beam current and transit time, the standard deviations in nA are:

| $W$ (ps) | $F$ | Count | Ramo | Half-sum |
|---|---|---|---|---|
| 50 | 0.267 | 56.6 | 29.3 | 40.0 |
| 200 | 0.719 | 28.3 | 24.0 | 21.5 |
| 1000 | 0.944 | 12.7 | 12.3 | 12.1 |

The 50 ps Ramo-Shockley value is already close to its short-window limit, 30.8 nA. A simulation of 2000 windows of 200 ps at the true electron rate gave means of 999.9 nA (count) and 999.6 nA (Ramo). The standard deviations were 27.6 and 23.7 nA, which lie 2.5 % and 1.4 % below the predictions. The expected sampling error of a standard deviation is $1/\sqrt{2\times2000}=1.6$ %.

If 100 such windows are joined, the true Ramo-Shockley error is 1.18 times the naive one.

For a standard error of 1 % of the mean, counting needs $\lambda W=10^4$, or $W_C=1602$ ps. The other estimator needs $W=W_C[1-T/(3W)]$, a quadratic whose larger root is

$$W=\frac{W_C}{2}\left(1+\sqrt{1-\frac{4T}{3W_C}}\right)\approx1544\ \text{ps}.$$

The saving is 58 ps, or about 4 %. The numerical output lists 1543.5 ps because its root search stopped within an absolute tolerance of 2 ps; the closed form gives 1543.9 ps.

### The model beside a real gun

The energy and current are rough typical values for a low-energy electron gun. The windows are far shorter than the averaging time of an ordinary current meter; they suit a particle simulation. Of the neglected effects sized here, the largest is secondary emission at the exit grid. Suppose, as a rough figure, that 10 % of arrivals each send one 3 eV electron back across the gap. Once the returning flow is also steady, both means are 10 % lower. At 200 ps the ratio of Ramo-Shockley to net-count variance rises from 0.72 to 0.81. Most of this rise has a simple origin: a primary and its returning secondary cancel at once in the net count, which lowers the count variance by 10 %, whereas the secondary takes roughly 1000 ps to cross and barely cancels the primary's induced pulse within the window. Indeed, $0.719/0.9=0.80$.

The other effects are smaller. The field ripple of a grid of 0.1 mm pitch decays over a length of pitch$/2\pi$, 1.6 % of the gap. A grid also shields imperfectly, so the pulse acquires weak tails outside the gap. For parallel wires of 5 µm radius, with the neighbouring electrodes 1 mm beyond each grid, about 2 % of the charge is induced before the entrance grid and about 2 % after the exit grid, spread over the whole flight there. This lowers the variance ratio at 200 ps from 0.72 to about 0.68; the size of the shift depends on wire radius and electrode spacing. A contact potential of 0.5 V between the two grids alters the transit time by about 0.1 % (0.25 % if it lies between cathode and grids and shifts the beam energy), and the axial thermal energy spread of a 2700 K cathode spreads it by about 0.1 %. For a 1 mm beam, space charge lowers the potential in the gap by at most about 3 mV. The relativistic change in transit time is 0.015 %, and the chance of a gas collision at $10^{-6}$ Torr and 300 K is about $3\times10^{-6}$ for a rough cross-section of $10^{-15}$ cm$^2$.

For a thermionic cathode, Poisson entry is expected when the emission is limited by temperature. If space charge at the cathode regulates the emission, the entries can be correlated, and the formulas of part (b) then no longer apply. For stationary entry at constant velocity, the equality of the means and the inequality of part (c) remain.

## Table of computed values

```
Electron energy: 100 eV
Gap width: 1.0 mm
Beam diameter: 1.0 mm
Mean current: 1000 nA
Electron speed: 5931 km/s
Transit time T: 168.61 ps
Entry rate: 6.242 electrons/ps
Mean number in gap: 1052.4
Ramo pulse height per electron: 0.9502 nA
Rms Ramo-minus-count charge, W>=T: 26.49 electrons
Ramo std limit for W->0: 30.83 nA
Window W (ps) | W/T | F | std count, Ramo, half-sum (nA)
  50 | 0.2965 | 0.2672 | 56.61, 29.26, 40.03
  200 | 1.1862 | 0.7190 | 28.30, 24.00, 21.53
  1000 | 5.9310 | 0.9438 | 12.66, 12.30, 12.11
Half-sum beats Ramo above W/T = 0.6340
Simulated windows of 200 ps: 2000
Simulated mean, count: 999.94 nA
Simulated mean, Ramo: 999.60 nA
Simulated std, count: 27.59 nA
Simulated std, Ramo: 23.66 nA
Window for 1 % error, count: 1602.2 ps
Window for 1 % error, Ramo: 1543.5 ps
One third of transit time: 56.2 ps
True/naive Ramo error, 100 adjacent 200 ps windows: 1.1777
Rough share of arrivals sending back a secondary: 0.10
Rough secondary energy: 3 eV
Secondary transit time: 973.5 ps
Mean current factor with secondaries, both: 0.900
Ramo/count variance at 200 ps with secondaries: 0.8112
Mesh field decay length/gap (0.1 mm pitch): 1.59 %
Transit change, 0.5 V contact potential: -0.125 %
Thermal transit spread, 2700 K cathode: 0.116 %
Space-charge potential sag, wide-beam bound: 3.03 mV
Relativistic transit change: 0.0147 %
Gas collision chance (1e-6 Torr, 300 K, rough 1e-15 cm2): 3.2e-06
```
